**Dipolar coupling of two electron spins: strength, line splittings and competing exchange**

For two spins 1/2 a distance $r$ apart, the program evaluates $D=(g^2/4)\alpha^2/r^3$ in atomic units, where $g$ is the electron g factor and $\alpha$ the fine-structure constant, and finds $D/h=52.04$ kHz at 10 nm. It asserts that the dipole formula agrees with the Neumann integral for two small current loops, for four pairs of moment directions at 10 and 20 nm. It diagonalizes the four-level spin Hamiltonian and asserts the zero-field levels $-D/2$ (twice), $0$ and $D$. In a field at angle $\theta$ to the joining line, it asserts signed splittings of $C=D(1-3\cos^2\theta)$ for spins of different frequency and $3C/2$ for spins of equal frequency, at four angles, and a zero of the former at $\cos^2\theta=1/3$. The large-distance exchange law is asserted to agree within 20% with a finite-basis two-electron calculation for two hydrogen atoms at two distances. With rough material parameters, the output shows exchange far below $D$ for nitrogen in diamond and well above it for phosphorus in silicon. The silicon figures omit valley interference and the short-range donor potential.

## Numerical verification

```python
"""Magnetic dipolar coupling of two electron spins 1/2 a distance r apart.

Result under test:
    H = D [S1.S2 - 3 (S1.n)(S2.n)],  D = (g^2/4) alpha^2 / r^3  (atomic units),
    with D/h close to 52 kHz at r = 10 nm.
n: unit vector joining the spins; g: electron g factor; alpha: fine-structure
constant; theta: angle between the applied field and n;
C = D (1 - 3 cos^2 theta): secular coupling in a strong field.
Exchange J is estimated from the large-distance law of two hydrogen atoms,
written with a binding energy and an effective mass.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto

g_factor = abs(const.value("electron g factor"))
mu_bohr = const.value("Bohr magneton")
bohr_nm = const.value("Bohr radius") * 1e9
hartree_ev = const.value("Hartree energy in eV")
ev_to_khz = const.e / const.h / 1e3
kb_ev = const.k / const.e


def coupling_ev(r_nm):
    """Dipolar prefactor D from the atomic-unit formula, in eV."""
    return g_factor**2 / 4 * const.alpha**2 / (r_nm / bohr_nm)**3 * hartree_ev


def coupling_khz(r_nm):
    return coupling_ev(r_nm) * ev_to_khz


# ---- Test: energy of two small current loops from the Neumann integral ----
def loop(axis, radius, points=64):
    """Positions and line elements of a circular loop with normal 'axis'."""
    helper = np.array([1.0, 0, 0]) if abs(axis[0]) < 0.8 else np.array([0, 1.0, 0])
    e1 = np.cross(axis, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(axis, e1)
    t = 2 * np.pi * np.arange(points)[:, None] / points
    position = radius * (np.cos(t) * e1 + np.sin(t) * e2)
    element = radius * (-np.sin(t) * e1 + np.cos(t) * e2) * 2 * np.pi / points
    return position, element


def loop_energy_khz(axis1, axis2, n, r_nm, radius_nm=0.05):
    """-I1 I2 M for loops that carry the moment g mu_B / 2 each."""
    radius = radius_nm * 1e-9
    current = g_factor * mu_bohr / 2 / (np.pi * radius**2)
    x1, dl1 = loop(axis1, radius)
    x2, dl2 = loop(axis2, radius)
    gap = x2[None] + r_nm * 1e-9 * n - x1[:, None]
    integral = np.sum((dl1 @ dl2.T) / np.linalg.norm(gap, axis=2))
    return -const.mu_0 / (4 * np.pi) * current**2 * integral / const.h / 1e3


x_axis, z_axis = np.array([1.0, 0, 0]), np.array([0, 0, 1.0])
tilted = np.array([1.0, 2.0, 2.0]) / 3
loop_parallel = None
for r_test in (10.0, 20.0):
    for u1, u2 in ((z_axis, z_axis), (x_axis, x_axis), (tilted, z_axis), (tilted, x_axis)):
        direct = loop_energy_khz(u1, u2, z_axis, r_test)
        formula = coupling_khz(r_test) / 4 * (u1 @ u2 - 3 * (u1 @ z_axis) * (u2 @ z_axis))
        # finite loop radius leaves a relative error of order (radius/r)^2
        assert abs(direct - formula) < 2e-4 * coupling_khz(r_test)
        if loop_parallel is None:
            loop_parallel = direct

# ---- Spin Hamiltonian, all energies as frequencies in kHz ----
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
spin1 = [np.kron(s, one) for s in (sx, sy, sz)]
spin2 = [np.kron(one, s) for s in (sx, sy, sz)]


def dipolar(d_khz, theta):
    n = (np.sin(theta), 0.0, np.cos(theta))
    s1n = sum(c * s for c, s in zip(n, spin1))
    s2n = sum(c * s for c, s in zip(n, spin2))
    return d_khz * (sum(a @ b for a, b in zip(spin1, spin2)) - 3 * s1n @ s2n)


r_nm = 10.0
field_t = 0.34
detuning_khz = 90e3
d_khz = coupling_khz(r_nm)
larmor_khz = g_factor * mu_bohr * field_t / const.h / 1e3
assert abs(d_khz - 52) < 0.5

zero_field = np.linalg.eigvalsh(dipolar(d_khz, 0.7))
assert np.allclose(zero_field, d_khz * np.array([-0.5, -0.5, 0, 1]), atol=1e-9)


def spectrum(theta, detuning):
    h = larmor_khz * spin1[2] + (larmor_khz - detuning) * spin2[2]
    return np.linalg.eigh(h + dipolar(d_khz, theta))


def level(energies, vectors, state):
    """Energy of the eigenstate that resembles 'state' most."""
    return energies[np.argmax(abs(state.conj() @ vectors))]


basis = np.eye(4)  # order: up-up, up-down, down-up, down-down


def unlike_splitting(theta):
    """Signed difference of spin 1's two line frequencies."""
    e, v = spectrum(theta, detuning_khz)
    uu, ud, du, dd = [level(e, v, b) for b in basis]
    return (uu - du) - (ud - dd)


def like_splitting(theta):
    e, v = spectrum(theta, 0.0)
    t0 = (basis[1] + basis[2]) / np.sqrt(2)
    top, mid, low = [level(e, v, b) for b in (basis[0], t0, basis[3])]
    return (top - mid) - (mid - low)


for theta in np.radians([0, 35, 70, 90]):
    secular = d_khz * (1 - 3 * np.cos(theta)**2)
    # dropped terms act in second order, of size D^2 / Larmor frequency
    assert abs(unlike_splitting(theta) - secular) < 0.01
    assert abs(like_splitting(theta) - 1.5 * secular) < 0.01
magic = brentq(unlike_splitting, np.radians(40), np.radians(70))
assert abs(np.cos(magic)**2 - 1 / 3) < 1e-4

energies, vectors = spectrum(0.0, detuning_khz)
up_down = vectors[:, np.argmax(abs(vectors[1]))]
flip_flop_probability = abs(up_down[2])**2


# ---- Exchange estimate and its test on two hydrogen atoms ----
def exchange_ev(binding_ev, mass, distance_nm):
    """Triplet minus singlet energy of two one-electron centres, in eV."""
    kappa = np.sqrt(2 * mass * binding_ev / hartree_ev)
    x = kappa * distance_nm / bohr_nm
    return 1.641 * 2 * binding_ev * x**2.5 * np.exp(-2 * x)


def hydrogen_pair_gap(distance_bohr):
    """Triplet-singlet gap of H2, all two-electron states of the basis (eV)."""
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance_bohr)]],
                unit="Bohr", basis="aug-cc-pvtz", verbose=0)
    w, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
    orth = (u / np.sqrt(w)) @ u.T
    core = orth.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ orth
    eri = mol.intor("int2e")
    for _ in range(4):
        eri = np.tensordot(eri, orth, axes=(0, 0))
    size = len(core)
    eye = np.eye(size)
    pair = eri.transpose(0, 2, 1, 3).copy()
    pair += np.einsum("pr,qs->pqrs", core, eye) + np.einsum("pr,qs->pqrs", eye, core)
    lowest = []
    for sign, offset in ((1, 0), (-1, 1)):  # symmetric: singlet; antisymmetric: triplet
        p, q = np.triu_indices(size, offset)
        norm = np.sqrt(1.0 + (p == q))
        h = pair[p[:, None], q[:, None], p, q] + sign * pair[p[:, None], q[:, None], q, p]
        h = h / norm[:, None] / norm
        lowest.append(eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0])
    return (lowest[1] - lowest[0]) * hartree_ev


hydrogen_rows = []
for distance in (6.0, 7.0):
    computed = hydrogen_pair_gap(distance)
    law = exchange_ev(hartree_ev / 2, 1.0, distance * bohr_nm)
    # leading large-distance law and finite basis: agreement to 20 percent
    assert abs(computed / law - 1) < 0.20
    hydrogen_rows.append((distance * bohr_nm, computed, law))

# ---- Neglected effects for nitrogen in diamond; phosphorus in silicon ----
temperature = 300.0
diamond_binding, diamond_mass = 1.7, 0.3
silicon_binding, silicon_masses = 0.045, (0.19, 0.92)
offset_nm = 0.15
j_diamond = exchange_ev(diamond_binding, diamond_mass, r_nm)
j_silicon = [exchange_ev(silicon_binding, m, r_nm) for m in silicon_masses]
d_ev = coupling_ev(r_nm)
assert j_diamond < 1e-6 * d_ev
assert min(j_silicon) > 10 * d_ev
offset_change = coupling_khz(r_nm - offset_nm) / d_khz - 1
ionization = np.exp(-diamond_binding / (kb_ev * temperature))
polarization = np.tanh(larmor_khz / ev_to_khz / (2 * kb_ev * temperature))

print(f"g factor (free electron): {g_factor:.6f}")
print(f"fine-structure constant: {const.alpha:.8f}")
print(f"distance r: {r_nm:.1f} nm = {r_nm / bohr_nm:.3f} bohr")
print(f"D in atomic units: {d_ev / hartree_ev:.4e} hartree")
print(f"D: {d_ev:.4e} eV")
print(f"D/h: {d_khz:.3f} kHz")
print(f"D/h with g = 2 exactly: {d_khz * 4 / g_factor**2:.3f} kHz")
for r in (8.0, 12.0, 20.0):
    print(f"D/h at {r:.0f} nm: {coupling_khz(r):.2f} kHz")
print(f"two loops, moments along n, Neumann integral: {loop_parallel:.3f} kHz")
print(f"same from -D/2: {-d_khz / 2:.3f} kHz")
print("zero-field levels:", " ".join(f"{e + 0.0:.2f}" for e in zero_field.round(6)), "kHz")
print(f"field: {field_t:.2f} T, Larmor frequency: {larmor_khz / 1e6:.3f} GHz")
print(f"detuning of unlike spins: {detuning_khz / 1e3:.0f} MHz")
for degrees in (0, 90):
    angle = np.radians(degrees)
    print(f"theta {degrees} deg, unlike, signed splitting: {unlike_splitting(angle):.2f} kHz")
    print(f"theta {degrees} deg, like, signed splitting: {like_splitting(angle):.2f} kHz")
print(f"angle of vanishing splitting: {np.degrees(magic):.2f} deg")
print(f"time 1/(D/h): {1e3 / d_khz:.2f} microseconds")
print(f"flip-flop mixing probability, theta 0: {flip_flop_probability:.1e}")
for distance, computed, law in hydrogen_rows:
    print(f"H pair at {distance:.4f} nm: gap {computed:.3e} eV, law {law:.3e} eV")
print(f"diamond N: binding {diamond_binding} eV, mass {diamond_mass} m_e")
print(f"diamond N: exchange estimate {j_diamond:.1e} eV, ratio to D {j_diamond / d_ev:.1e}")
print(f"spin cloud offset {offset_nm} nm towards partner: D changes by {100 * offset_change:.1f} %")
print(f"temperature: {temperature:.0f} K, kT: {kb_ev * temperature:.5f} eV")
print(f"thermal ionization factor exp(-E/kT): {ionization:.1e}")
print(f"thermal spin polarization: {polarization:.1e}")
print(f"silicon P: binding {silicon_binding} eV")
for mass, j in zip(silicon_masses, j_silicon):
    print(f"silicon P, mass {mass} m_e: exchange {j:.1e} eV, ratio to D {j / d_ev:.1e}")
print("tests ok")
```

Output:

```
g factor (free electron): 2.002319
fine-structure constant: 0.00729735
distance r: 10.0 nm = 188.973 bohr
D in atomic units: 7.9093e-12 hartree
D: 2.1522e-10 eV
D/h: 52.041 kHz
D/h with g = 2 exactly: 51.921 kHz
D/h at 8 nm: 101.64 kHz
D/h at 12 nm: 30.12 kHz
D/h at 20 nm: 6.51 kHz
two loops, moments along n, Neumann integral: -26.019 kHz
same from -D/2: -26.021 kHz
zero-field levels: -26.02 -26.02 0.00 52.04 kHz
field: 0.34 T, Larmor frequency: 9.528 GHz
detuning of unlike spins: 90 MHz
theta 0 deg, unlike, signed splitting: -104.08 kHz
theta 0 deg, like, signed splitting: -156.12 kHz
theta 90 deg, unlike, signed splitting: 52.04 kHz
theta 90 deg, like, signed splitting: 78.06 kHz
angle of vanishing splitting: 54.74 deg
time 1/(D/h): 19.22 microseconds
flip-flop mixing probability, theta 0: 8.4e-08
H pair at 0.3175 nm: gap 2.737e-02 eV, law 2.419e-02 eV
H pair at 0.3704 nm: gap 5.161e-03 eV, law 4.814e-03 eV
diamond N: binding 1.7 eV, mass 0.3 m_e
diamond N: exchange estimate 7.5e-28 eV, ratio to D 3.5e-18
spin cloud offset 0.15 nm towards partner: D changes by 4.6 %
temperature: 300 K, kT: 0.02585 eV
thermal ionization factor exp(-E/kT): 2.8e-29
thermal spin polarization: 7.6e-04
silicon P: binding 0.045 eV
silicon P, mass 0.19 m_e: exchange 5.5e-04 eV, ratio to D 2.6e+06
silicon P, mass 0.92 m_e: exchange 4.6e-08 eV, ratio to D 2.1e+02
tests ok
```
